# Following and Global Minimization of an Exchange-Biased Macrospin Loop

## Two ways to compute the wrong loop

A hysteresis loop computed by finding the lowest energy at every field has no hysteresis. Its position on the field axis may still look right, so the failure can pass for a property of the sample. The opposite failure also occurs. A solver that starts from the saturated state and asks only whether the energy gradient vanishes may never switch. In the example below such a solver stays at the saturated angle in a reverse field of 100 mT, although the energy there has a maximum.

A zero-temperature loop needs a third procedure: follow the occupied local minimum until its second derivative vanishes, then go downhill to the next minimum. For one angle the second derivative is the whole Hessian.

## Energy and conventions

A ferromagnetic film of magnetization $M$ and thickness $t$ turns as one unit in its plane. Its angle $\phi$ is measured from the easy axis. An antiferromagnet, assumed frozen for now, favours $\phi=0$ through an interface coupling $J>0$. The field $B=\mu_0H$ is applied at an angle $0\le\theta<90^\circ$ to the same axis, and $B$ carries a sign. The energy per area is

$$E=Kt\sin^2\phi-J\cos\phi-MtB\cos(\phi-\theta).$$

Dividing by $Mt$ turns every term into a field. With $B_K=2K/M$ and $B_b=J/(Mt)$,

$$u=\frac{E}{Mt}=\tfrac12B_K\sin^2\phi-B_b\cos\phi-B\cos(\phi-\theta).$$

The magnetization along the field is $m=\cos(\phi-\theta)$ in units of $M$. Shift means the midpoint between the two jumps of a loop, and coercivity means half their distance. In the loops computed below for $\theta=0$ and $20^\circ$, $m$ changes sign at each jump, so these are also the midpoint and half-width of the zero crossings.

The example uses rough values: $M=1.40$ MA/m, $t=4.0$ nm, $K=14.0$ kJ/m³ and $J=0.20$ mJ/m². Then

$$B_K=\frac{2(14.0\times10^3)}{1.40\times10^6}\,\mathrm T=20.0\ \mathrm{mT},\qquad
B_b=\frac{0.20\times10^{-3}}{(1.40\times10^6)(4.0\times10^{-9})}\,\mathrm T=35.7\ \mathrm{mT}.$$

## The collinear loop

For $\theta=0$ the applied and bias fields add to $b=B+B_b$, and

$$u=\tfrac12B_K\sin^2\phi-b\cos\phi,$$
$$u'=\sin\phi\,(B_K\cos\phi+b),\qquad u''=B_K\cos2\phi+b\cos\phi.$$

The stationary angles are $0$, $\pi$ and, for $|b|<B_K$, those with $\cos\phi=-b/B_K$. At the last,

$$u''=B_K\left(\frac{2b^2}{B_K^2}-1\right)-\frac{b^2}{B_K}=-\frac{B_K^2-b^2}{B_K}<0,$$

so they are maxima. The other two have

$$u''(0)=B_K+b,\qquad u''(\pi)=B_K-b.$$

On the descending branch the state $\phi=0$ survives until $b=-B_K$. At that field

$$u=B_K\left[\tfrac12(1-\cos^2\phi)+\cos\phi\right]=B_K\left[1-\tfrac12(1-\cos\phi)^2\right],$$

which falls all the way from $\phi=0$ to $\phi=\pi$. No intermediate minimum can stop the reversal. The ascending branch is the same with $b\to-b$. Since $B=b-B_b$, the followed jumps are

$$B_\downarrow=-B_b-B_K=-55.7\ \mathrm{mT},\qquad B_\uparrow=-B_b+B_K=-15.7\ \mathrm{mT}.$$

Their midpoint is $-B_b=-35.7$ mT ($-28.4$ kA/m) and their half-distance is $B_K=20.0$ mT ($15.9$ kA/m).

Global minimization compares $u(0)=-b$ with $u(\pi)=b$. The lower state changes at $b=0$, so there is one jump, at $B=-B_b$, for either direction of sweep. The shift is preserved because $B$ enters only through $b$, and because $u$ is unchanged when $b\to-b$ and $\phi\to\pi-\phi$. Both procedures respect this symmetry, so both loops are centred on $b=0$.

The gradient-only failure can be read from $u'$. Its factor $\sin\phi$ vanishes at $\phi=0$ for every $B$. At $B=-100$ mT the curvature is $20.0+35.7-100=-44.3$ mT, yet a quasi-Newton minimizer started at $\phi=0$ returns $\phi=0$. The sign of the curvature has to be tested separately.

## The following algorithm

At each new field, start from the angle reached at the previous field and repeat:

1. Evaluate $u'$ and $u''$.
2. If $u''>0$, take the Newton step $-u'/u''$, limited to a small maximum angle. Stop when the step is negligible or $u'$ has fallen to its rounding level.
3. If $u''\le0$, record a loss of stability and move by the maximum angle against the sign of $u'$. If $u'=0$, choose either direction.

The separate rule in step 3 is necessary because a Newton step with $u''<0$ points uphill, towards a maximum. After a recorded loss, the field interval is bisected, each trial starting from the last stable angle.

The method also needs assurance that a Newton step does not leave a well that still exists. Consider a fold, where a minimum and a maximum merge at field $B_f$ and angle $\phi_f$. Let $\varepsilon$ be the field distance still to go, and let $x$ be the angle from $\phi_f$, counted positive on the side of the minimum. At the fold $u'=u''=0$, so to leading order

$$u'\simeq\tfrac12ax^2-\beta\varepsilon,\qquad u''\simeq ax,$$

where $a=|u'''|$ and $\beta=|\partial u'/\partial B|=|\sin(\phi_f-\theta)|$. The minimum is at $x_0=\sqrt{2\beta\varepsilon/a}$. Writing $\beta\varepsilon=\tfrac12ax_0^2$, one Newton step gives

$$x_{\rm new}=x-\frac{x^2-x_0^2}{2x}=\frac{x^2+x_0^2}{2x}=x_0+\frac{(x-x_0)^2}{2x}.$$

As the field approaches the fold, $x_0$ shrinks, so the previous minimum lies at $x>x_0$. The formula then gives $x_0<x_{\rm new}<x$: the iteration approaches the minimum from the stiff side and does not cross it.

Past the fold $x_0^2$ is replaced by $-y^2$, and

$$x_{\rm new}=\frac{x^2-y^2}{2x}<\frac x2.$$

After finitely many steps $x\le y$, the next value is not positive, and $u''\le0$ is detected. For $\theta=0$ both $a$ and $\beta$ vanish at the threshold, and this expansion does not apply. There $u'=0$ at the occupied angle for every field, so the angle stays in place and the sign of $u''$ alone decides.

The fold argument is local. It gives no guarantee if the field step is so large that the starting angle lies outside the region where the expansion holds. The loop should then be repeated with a smaller field step.

## A tilted field

For $\theta\ne0$ define the components of the total field,

$$b_x=B\cos\theta+B_b,\qquad b_y=B\sin\theta.$$

With $c=\cos\phi$ and $s=\sin\phi$, the conditions for a fold are

$$u'=B_Ksc+b_xs-b_yc=0,$$
$$u''=B_K(c^2-s^2)+b_xc+b_ys=0.$$

Multiply the first by $s$, the second by $c$, and add. The $b_y$ terms cancel and $b_x$ is multiplied by $s^2+c^2=1$:

$$B_K(s^2c+c^3-s^2c)+b_x=0\quad\Rightarrow\quad b_x=-B_Kc^3.$$

Multiply the first by $-c$, the second by $s$, and add:

$$B_K(-sc^2+sc^2-s^3)+b_y=0\quad\Rightarrow\quad b_y=B_Ks^3.$$

Since $c^2+s^2=1$, the folds lie on the astroid

$$|b_x|^{2/3}+|b_y|^{2/3}=B_K^{2/3}.$$

For the global minimum, reflect $\phi\to\pi-\phi$. This reverses $c$ and keeps $s$, so

$$u(\pi-\phi)-u(\phi)=2b_x\cos\phi.$$

For $b_x>0$ the lowest state therefore has $c>0$, and for $b_x<0$ it has $c<0$. The exchange happens at $b_x=0$, that is at

$$B_g=-\frac{B_b}{\cos\theta},\qquad b_y=-B_b\tan\theta.$$

There $u=\tfrac12B_Ks^2-b_ys$. If $|b_y|<B_K$, the minimum is at $s=b_y/B_K$, with two values of $c$ of opposite sign, and the magnetization jumps. If $|b_y|\ge B_K$, the minimum is at $|s|=1$, where $c=0$, and it passes through continuously.

The followed loop has the same limit when $B_b>B_K$, as here. If $B_b\tan\theta<B_K$, the field line passes inside the astroid at $b_x=0$. On the way down, the well with $c>0$ cannot vanish while $b_x>0$, because $b_x=-B_Kc^3$ would be negative. It vanishes where the line leaves the astroid at $b_x<0$. The ascending branch leaves on the other side.

If instead $B_b\tan\theta>B_K$, the line misses the astroid. Its equation is $b_x/B_b-b_y/(B_b\tan\theta)=1$. Both denominators exceed $B_K$, so every point on it satisfies

$$1<\frac{|b_x|+|b_y|}{B_K}.$$

Points on or inside the astroid have $|b_x|+|b_y|\le B_K$, since $|b_x|/B_K$ and $|b_y|/B_K$ do not exceed their own $2/3$ powers. No fold is met and the loop is reversible. The limiting angle is $\arctan(20.0/35.7)=29.25^\circ$. At $35^\circ$ the two followed branches agree to better than $10^{-9}$ in $m$.

At $20^\circ$, with all other parameters unchanged, the followed jumps are at $-40.216$ and $-34.590$ mT. For the first,

$$b_x=-40.216(0.9397)+35.714=-2.08\ \mathrm{mT},\qquad b_y=-13.75\ \mathrm{mT},$$

and $2.08^{2/3}+13.75^{2/3}=7.37=20^{2/3}$, in units of $\mathrm{mT}^{2/3}$. The second has $b_x=+3.21$ mT and $b_y=-11.83$ mT. The two values of $|b_x|$ differ because the astroid is narrower at larger $|b_y|$.

The followed centre is therefore $-37.40$ mT, while the global jump is at $-38.01$ mT. The difference of 0.60 mT is small against the shift, but it is about a fifth of the coercivity, 2.81 mT. It belongs to the physics of the two procedures and does not vanish when the field grid is refined. The difference is larger at small tilt: the astroid gives 0.94 mT at $1^\circ$ and 1.76 mT at $5^\circ$, where the coercivity has already fallen to 17.2 and 12.4 mT. It closes again at the limiting angle, being 0.014 mT at $28^\circ$, and above that angle the two procedures give the same reversible curve. Among the angles computed at which the loop is hysteretic, only the collinear one preserves the shift exactly.

## Why global minimization has no coercivity

The loss of coercivity needs neither collinearity nor this form of anisotropy. Let $F(\phi)$ be any energy that does not depend on the applied field, and minimize $F-MtBm$. Take $B_1<B_2$, with minimizers that have energies $F_1,F_2$ and magnetizations $m_1,m_2$. Each is at least as good as the other at its own field:

$$F_1-MtB_1m_1\le F_2-MtB_1m_2,$$
$$F_2-MtB_2m_2\le F_1-MtB_2m_1.$$

Adding these cancels $F_1$ and $F_2$ and leaves

$$(B_2-B_1)(m_2-m_1)\ge0.$$

Now suppose a descending branch lay above an ascending branch over a finite field interval around a jump. Then $m$ on the descending branch at some $B_1$ would exceed $m$ on the ascending branch at a larger $B_2$, which the inequality forbids. Two values can coexist only at an isolated field of equal energy.

The loop area says the same in terms of loss. Along a followed minimum $E'=0$, so the change of angle does not contribute and

$$\frac{dE}{dB}=\frac{\partial E}{\partial B}=-Mtm.$$

Over a closed cycle the energy returns to its initial value. The changes along the branches must balance the drops $\Delta E_j$ at the jumps:

$$\sum_j\Delta E_j=-Mt\oint m\,dB=Mt\int(m_\downarrow-m_\uparrow)\,dB.$$

The last integral runs towards increasing $B$. In the collinear case each drop is $Mt[B_K-(-B_K)]=4Kt$, so the loss per cycle is $8Kt=0.448$ mJ/m². A global jump joins states of equal energy, so its loss is zero.

## Error analysis

**Field resolution.** A jump read from a grid of spacing $\delta B$ is reported up to $\delta B$ late. After $n$ bisections the uncertainty is $\delta B/2^n$, until rounding intervenes. In the area, a trapezoid spanning a jump of height $\Delta m$ at a fraction $r$ of the cell errs by $(r-\tfrac12)\,\delta B\,\Delta m$, hence by at most $\tfrac12\delta B|\Delta m|$ per jump when the smooth variation in the cell is neglected.

The energy drops have a one-sided error if they are evaluated at the first grid field past the threshold. In the collinear case the drop there is $2Mt|b|$ with $|b|>B_K$. This explains why the computed drops sum to 0.4482 mJ/m² while $8Kt$ is 0.4480 mJ/m².

**Sensitivity near a fold.** From $x_0$ above, the curvature at the minimum is

$$u''_0=ax_0=\sqrt{2a\beta\varepsilon}.$$

To find $a$, differentiate $u''$:

$$u'''=-2B_K\sin2\phi-b_xs+b_yc.$$

The condition $u'=0$ gives $-b_xs+b_yc=\tfrac12B_K\sin2\phi$, so $a=\tfrac32B_K|\sin2\phi_f|$.

For the descending jump at $20^\circ$, $s=-(13.75/20)^{1/3}=-0.883$, so $\phi_f=-62.0^\circ$, $a=24.9$ mT and $\beta=0.990$. At $B=-40.0$ mT, $\varepsilon=0.216$ mT and the law predicts 3.26 mT; the computed curvature is 3.42 mT. At $-38.0$ mT it predicts 10.5 mT against 11.6 mT. The leading-order law is low by about 5% and 10% of the computed values. Closer in, the ratio of the curvatures at 4 and 1 µT from the fold is 2.008, near the expected $\sqrt4=2$.

A field error $\delta B$ displaces the minimum by about $\beta\,\delta B/u''_0$, which grows as $\varepsilon^{-1/2}$. The magnetization just before a fold therefore converges slowly with the grid. At the fold $m=\cos(-82.0^\circ)=0.14$, but the last grid point before it gives 0.174. The difference of 0.034 corresponds to $x_0\approx0.034$ and $\varepsilon=ax_0^2/(2\beta)\approx0.015$ mT. The jump field itself, found by bisection, does not suffer this loss.

**Rounding.** Let $\eta$ be the rounding error of $u'$. It produces Newton steps of size $\eta/u''_0$. If the only stopping rule is a step below $\tau$, the iteration can stall once

$$\varepsilon\lesssim\frac{\eta^2}{2a\beta\tau^2}.$$

This is why step 2 also accepts a slope at rounding level. The second rule has its own limit. At a distance $\varepsilon'$ past the fold the smallest slope on the path is $\beta\varepsilon'$. If that is below the accepted slope $\eta_s$, a vanished minimum can be taken for a real one. Bisection should therefore not be pushed beyond a field resolution of about $\eta_s/\beta$.

## Which variables may be minimized

The word "global" hides a choice. Let the antiferromagnet turn by an angle $\alpha$ against a stiffness $\kappa=K_{AF}t_{AF}$. For a collinear field,

$$E_2=Kt\sin^2\phi+\kappa\sin^2\alpha-J\cos(\phi-\alpha)-MtB\cos\phi.$$

If both angles are free, the first two terms are at least zero, the third is at least $-J$ and the last at least $-Mt|B|$. For $B>0$ all four bounds are reached at $\phi=\alpha=0$, and for $B<0$ at $\phi=\alpha=\pi$. The global jump is then at $B=0$, and the shift is erased together with the coercivity. Exchange bias is itself a metastable property of the antiferromagnet. With $\kappa=4.00$ mJ/m² and $\alpha$ confined to its original well, $|\alpha|\le\pi/2$, a global search returns the jump to $-35.7$ mT.

Following both angles requires the lowest eigenvalue of the $2\times2$ Hessian. At a first instability its determinant vanishes. At $(\phi,\alpha)=(0,0)$ and $(\pi,0)$ this gives

$$2Kt+MtB_\downarrow+J-\frac{J^2}{2\kappa+J}=0,$$
$$2Kt-MtB_\uparrow-J-\frac{J^2}{2\kappa-J}=0.$$

Combining the terms in $J$ gives

$$MtB_\downarrow=-2Kt-\frac{2\kappa J}{2\kappa+J},\qquad MtB_\uparrow=2Kt-\frac{2\kappa J}{2\kappa-J}.$$

Half the sum and half the difference are

$$B_{\rm centre}=-B_b\frac{4\kappa^2}{4\kappa^2-J^2},\qquad
B_{\rm half}=B_K-\frac{2\kappa J^2}{Mt(4\kappa^2-J^2)}.$$

The centre moves only to $-35.74$ mT, but the coercivity falls from 20.0 to 19.1 mT. The largest rotation of the antiferromagnet during reversal is $1.43^\circ$.

## Waiting time and real films

At finite temperature the two procedures are limits of a time-dependent loop. In the collinear case the maximum at $\cos\phi=-b/B_K$ has $u=\tfrac12B_K+b^2/(2B_K)$. Subtracting $u(0)=-b$ gives $\tfrac12B_K(1+b/B_K)^2$. Multiplying by $M$ and the volume $V$, the barrier out of the metastable well is

$$\Delta=KV\left(1-\frac{|b|}{B_K}\right)^2.$$

With attempt rate $f_0$, half the elements escape in a dwell $\tau_d$ when $\Delta=k_BT\ln(f_0\tau_d/\ln2)$, if return jumps and escapes at earlier fields are neglected. For a disc 60 nm across at 300 K, $KV=38.2\,k_BT$. With $f_0=10^9$ s$^{-1}$ (rough) and $\tau_d=1$ s, the required barrier is $21.1\,k_BT$, so

$$B_{\rm half}=20.0\left(1-\sqrt{21.1/38.2}\right)=5.1\ \mathrm{mT}.$$

The centre stays at $-35.7$ mT. This coercivity is an estimate for a single dwell. In a finely stepped sweep the escapes at successive fields add up, and the coercivity is smaller: with 1 s at each field it is about 4.7 mT for steps of 0.1 mT and 4.2 mT for steps of 0.02 mT. An attempt rate ten times higher lowers the single-dwell value from 5.1 to about 4.4 mT. With these rough inputs the mean dwell in one well at the centre field is of the order of a year, so the two wells come to equilibrium there only if the field stays near the centre for a comparable time or longer. The global minimum proper is the limit in which the waiting time is made infinite at fixed temperature before the temperature goes to zero.

The parameters lie in the rough regime of a cobalt-iron film pinned by iridium-manganese, as in the reference layer of a spin valve. The value of $K$ is high for growth-induced anisotropy alone. For a circular 60 nm disc with a collinear field, temperature removes about three quarters of the coercivity, some 15 mT. Shape competes with it, and the order of the two depends on the ellipticity. A disc of $61\times59$ nm adds 6.1 mT to $B_K$ if its long axis is the easy axis, and subtracts as much if it is perpendicular. Because the barrier changes too, the single-dwell coercivity at 300 K becomes 9.1 or 1.5 mT. The shape field grows in proportion to the difference of the axes and reaches 15 mT for $62.5\times57.5$ nm. Alignment matters as well: a field $5^\circ$ off the easy axis removes 7.6 mT of the zero-temperature coercivity. The frozen antiferromagnet is reasonable for isolated 10 nm grains with a barrier of $72\,k_BT$, but a real film has a spread of grain sizes, and grains that switch alter both shift and coercivity. Coherent rotation is an assumption. The wall width $\pi\sqrt{A/K}$, about 120 nm for a rough exchange stiffness $A=20$ pJ/m, exceeds the diameter, but this comparison leaves out magnetostatics: the mean demagnetizing field is 134 mT, and its non-uniform part near the edge has not been calculated. In extended films, reversal by domain walls can replace the coherent instability altogether. The full set of computed values is in the numerical output below.

## Computed values

```
INPUTS (rough)
M = 1.40 MA/m, t = 4.0 nm
K = 14.0 kJ/m^3, J = 0.20 mJ/m^2
anisotropy field B_K = 20.000 mT
bias field B_b = 35.714 mT
LOOP, field at 0 deg
followed jumps: -55.714 mT (down), -15.714 mT (up)
followed centre -35.714 mT, coercivity 20.000 mT
global jump -35.714 mT, coercivity 0 by single-valuedness
m at down jump: 1.000 -> -1.000
m at up jump: -1.000 -> 1.000
loop area 0.4480 mJ/m^2, energy drops 0.4482 mJ/m^2
LOOP, field at 20 deg
followed jumps: -40.216 mT (down), -34.590 mT (up)
followed centre -37.403 mT, coercivity 2.813 mT
global jump -38.006 mT, coercivity 0 by single-valuedness
m at down jump: 0.174 -> -0.954
m at up jump: -0.810 -> 0.644
loop area 0.0447 mJ/m^2, energy drops 0.0449 mJ/m^2
collinear shift -28.42 kA/m, coercivity 15.92 kA/m
20 deg: followed centre minus global jump = 0.603 mT
gradient-only solver at -100 mT: phi = 0.0 rad, E''/(Mt) = -44.29 mT
FOLLOWED MINIMUM at 20 deg: B (mT), phi (deg), E''/(Mt) (mT)
  -20.0  -10.59  36.538
  -30.0  -21.43  25.412
  -38.0  -40.51  11.569
  -40.0  -54.74  3.421
E'' ratio at 4 and 1 uT from the fold: 2.008
jumps exist below 29.25 deg; at 35 deg branches differ by < 1e-9
NEGLECTED EFFECTS (rough inputs)
disc 60 nm, T = 300 K, dwell 1 s, attempt rate 1e+09 1/s
KV/(k_B T) = 38.23, needed barrier 21.09 k_B T
thermal loop: centre -35.714 mT, coercivity 5.145 mT
mean dwell in a well at the centre field: 463 days
K_AF = 500 kJ/m^3, t_AF = 8 nm, kappa = 4.00 mJ/m^2
rotating antiferromagnet: centre -35.737 mT, coercivity 19.107 mT
largest antiferromagnet rotation 1.43 deg
global jump, antiferromagnet kept in its well: -35.714 mT
global jump, antiferromagnet also free: 0.000 mT
barrier of a 10 nm antiferromagnet grain: 72.1 k_B T
in-plane demagnetizing factor 0.0763, field 134.3 mT
disc 61 x 59 nm: shape anisotropy field 6.10 mT
exchange stiffness 20 pJ/m: wall width 119 nm
```
